Site balance and steady growth in molecular layer deposition, part 2

A film grows from alternating pulses of two molecular vapours, A and B. One pulse of each is a cycle. A molecule has f groups, which react only with groups of the other precursor. Groups left by one pulse are the sites for the next: X per unit area before the A pulse, Y before the B pulse. A molecule that bonds to a second site forms a bridge. Can growth stay steady from cycle to cycle?

A pulse that uses m sites per molecule, on average, binds n = X/m molecules per unit area and multiplies the number of sites by the factor f/m − 1. Steady growth needs

(f_A/m_A − 1)(f_B/m_B − 1) = 1,

and then f_A n_A = f_B n_B. With constant m, a product below one makes growth die out geometrically. If burial leaves only a fraction y of the new groups in reach, each factor is multiplied by its y.

In the mean-field model the sites are well mixed and a molecule can make one extra bond. At a density s of free sites the chance of this is

p = κs/(κs + w) = cs/(1 + cs), with c = κ/w,

where κs is the rate of finding a free neighbour and w the rate of going out of reach. The area c is called the reach area. From ds = −(1 + p) dn follow

n(X) = X/2 + ln(1 + 2cX)/(4c) and g(X) = f n(X) − X,

where g(X) is the site density found by the next pulse. For f ≥ 2 its slope is positive and falls from f − 1 towards f/2 − 1.

A full cycle takes X to F(X) = g_B(g_A(X)). The slope F′ is positive and falls steadily from

F′(0) = (f_A − 1)(f_B − 1)

towards

F′(∞) = (f_A/2 − 1)(f_B/2 − 1).

The ratio F(X)/X is the average of F′ from 0 to X, so it falls too. A nonzero steady density, where F(X)/X = 1, exists if and only if F′(0) > 1 > F′(∞), and it is then the only one.

Q: A balance point may exist and still be useless. A pencil can balance on its tip.

A: Call the steady density X*. The average of F′ from 0 to X* is one. Since F′ falls, its value at the upper end is below its average, so 0 < F′(X*) < 1. A small deviation shrinks by the factor F′(X*) in each cycle and keeps its sign.

Large deviations are corrected as well. If X lies below X*, then F(X)/X > 1, so the density rises. Because F is increasing, F(X) < F(X*) = X*, so it does not overshoot. The sequence rises and is bounded, so it has a limit, and by continuity that limit is a steady density. The only one available is X*. The same argument with the signs reversed applies above X*. Within this model every positive starting density leads to X*.

Q: Can the condition fail at the upper end?

A: Yes. With four groups on both precursors F′(∞) = 1, and F(X)/X stays above one at every finite density. The number of sites then grows without limit. That is a failure of the model rather than a prediction, since on a very crowded surface a molecule with four groups would make more than one extra bond.

Q: Give me numbers, and say which film you have in mind.

A: I take the rough regime of alucone growth near 400 K. Precursor A is trimethylaluminium, with three methyl groups, and B is ethylene glycol, with two hydroxyl groups. A methyl group on aluminium reacts with a hydroxyl group, methane leaves, and an aluminium–oxygen bond remains. The names fix f_A = 3 and f_B = 2. The other parameters are round values that I have chosen: reach areas c_A = 0.15 nm² and c_B = 0.25 nm², and volumes added per bound molecule v_A = 0.03 nm³ and v_B = 0.08 nm³.

Solving F(X) = X by numerical root finding gives X = 1.929 nm⁻². You can follow the cycle by hand. For the A pulse 2c_A X = 0.579, and

n_A = 1.929/2 + ln(1.579)/0.60 = 0.965 + 0.761 = 1.726 nm⁻²,

Y = 3 × 1.726 − 1.929 = 3.25 nm⁻².

For the B pulse 2c_B Y = 1.624, and

n_B = 3.248/2 + ln(2.624)/1.00 = 1.624 + 0.965 = 2.589 nm⁻²,

X′ = 2 × 2.589 − 3.248 = 1.93 nm⁻²,

which is where we began. The bonds per molecule are m_A = 1.929/1.726 = 1.118 and m_B = 3.248/2.589 = 1.255. The two factors are 1.68 and 0.594, with product one, and n_B/n_A = 1.50 as the group balance demands. The growth per cycle is

h = v_A n_A + v_B n_B = 0.052 + 0.207 = 0.26 nm, or 2.6 Å.

The slope F′(X*) is 0.55. Near the steady state a deviation is thus roughly halved in each cycle, and after ten cycles 0.3 % of it is left.

Q: Now return to two precursors with two groups each. By your criterion F′(0) = 1, so there is no steady state. Does growth die out geometrically, as it did with constant m and a product below one?

A: It dies out too, but at late times more slowly than any geometric decay. For f = 2 the term X cancels in g = 2n − X, and

g(X) = ln(1 + 2cX)/(2c).

Since ln(1 + z) < z for positive z, each pulse lowers the density. The falling sequence must tend to a fixed point, and the one available is zero. To see how fast it falls, expand for small X:

g(X) = X − cX² + terms of order X³.

Take the reciprocal, using 1/(1 − cX) ≈ 1 + cX:

1/g(X) = 1/X + c + terms of order X.

Each pulse adds its c to 1/X, to leading order. At late times a cycle therefore adds c_A + c_B, where the two-group metal precursor, which I call D, has been given the same reach area as A. After N cycles

X_N ≈ 1/[(c_A + c_B) N].

On such a sparse surface m is close to one, and both pulses bind about X molecules. If D also has the fragment volume v_A, the growth in cycle N is approximately

h_N ≈ (v_A + v_B)/[(c_A + c_B) N] = 0.11/(0.40 N) nm = 0.275/N nm.

The sum of 1/N grows as the logarithm of N, so each tenfold increase in the number of cycles adds 0.275 × ln 10 = 0.63 nm.

Repeating the full map from 5 nm⁻² gives a total thickness of 0.89 nm after 10 cycles, 1.53 nm after 100 and 2.16 nm after 1000. The growth per cycle has by then fallen to 0.0003 nm. The decay is slower than geometric because bridges become rarer as the sites thin out.

Q: After a thousand cycles you must have hardly any sites left. Do you believe that logarithm?

A: Not that far. The density is then 0.0025 nm⁻², so the nearest neighbour of a site is typically about 10 nm away. The model treats them as well mixed, which lets distant chain ends meet. If the ends are fixed in place and no partner is in reach, p is zero and m is one, and those isolated chains go on growing. The logarithmic law requires that the ends keep mixing. What I would take from it is that growth falls in the first tens of cycles, and severalfold unless the ends are fixed and the arms are very short. If the ends keep mixing, or shift sideways as the chains grow, it goes on falling. If they are fixed, it levels off at a value set by how far the arms reach. All of this holds within the model, in which sites can be lost but never made anew. Real pairs of two-group precursors are often reported to grow at a roughly steady rate over many cycles. Processes left out here, such as uptake of vapour into the film or binding at places other than the counted sites, can supply new sites.

Q: Suppose I want both metals in one film, and I use the sequence A, B, D, B. You have just told me that the D–B pair loses sites. Does it ruin the film?

A: No, because in a supercycle the requirement applies to the whole sequence. Each pulse multiplies the density by its own factor, and the density must return after the last pulse. Hence the product of all four factors must be one, while the product for each pair may differ from one.

The argument for a unique steady density carries over, since a chain of increasing functions with falling slopes again has a falling slope. At zero density the slope is (3 − 1)(2 − 1)(2 − 1)(2 − 1) = 2. At infinite density it is zero, because each two-group precursor contributes f/2 − 1 = 0. A steady state therefore exists.

With the same parameters it has 0.760 sites per nm² before the A pulse. The A–B pair multiplies the density by 1.402 and the D–B pair by 0.713, and 1.402 × 0.713 = 1.00.

Q: Then equal numbers of A and D pulses give equal amounts of the two metals?

A: They do not. The D pulse finds 0.760 × 1.402 = 1.07 sites per nm², more than the A pulse finds. In this example D supplies 58 % of the metal molecules, although each metal has one pulse per supercycle.

The group balance still holds for the film as a whole. Let the site densities before the four pulses be X₁, Y₁, X₂ and Y₂. Then f_A n_A = X₁ + Y₁ and f_D n_D = X₂ + Y₂. For the two B pulses the sums are Y₁ + X₂ and Y₂ + X₁. Adding up each side gives

f_A n_A + f_D n_D = f_B (n_B1 + n_B2).

This fixes the amount of B once the two metal amounts are known, but it does not fix the ratio of the metals. That ratio depends on how the site density varies within the supercycle and on how many bridges each metal precursor forms.

Q: So I could use many D–B pairs for each A–B pair, and it would still work?

A: If nothing is buried, the slope at zero density stays at 2 however many pairs you add, and a nonzero steady state survives. Burial sets a limit. Let p now be the number of D–B pairs per A–B pair, and let every pulse leave the same fraction y of its new groups in reach. There are 2(1 + p) pulses, and survival requires

(f_A − 1) y^[2(1 + p)] > 1.

Take logarithms and divide by the negative number 2 ln y, which reverses the inequality:

p < ln(f_A − 1)/(−2 ln y) − 1.

For f_A = 3 and y = 0.95 the right side is 0.693/0.1026 − 1 = 5.76, so at most five pairs are allowed. Following the map for 3000 supercycles with p = 5 leaves 0.023 sites per nm², which is steady growth in name but very slow. With p = 6 the density falls towards zero. The rule holds for this mean-field model with two-group B and D and equal y, and a useful process would have to stay well below the limit.

Q: Your steady growth of 0.26 nm rests on well-mixed sites. Real arms are short. How far does that number move?

A: I compared it with a simulation in which sites have positions, on a periodic square of side 30 nm with 5 randomly placed sites per nm² at the start. Molecules bind one at a time. If k free sites lie within a distance R of the first bond, an extra bond forms with probability q/(1 + q), where q = ck/(πR²). New groups are placed at random within the same distance. I ran 25 cycles and averaged over the last 15.

For R = 3 nm the growth per cycle is about 0.26 nm, within 1 to 2 % of the mean-field value, which is the size of the sampling scatter. For R = 0.6 nm it is about 0.28 nm, which is 7 to 10 % higher, depending on the random numbers used. This value has not fully settled: in one run followed to cycle 55, the excess over cycles 26 to 55 was about 6 %, or 0.27 nm. In both runs the product of the two factors is one to within 0.3 %, and n_B/n_A is 1.50. In steady growth the amount added per cycle depends on the model of bridging, but the balance does not.

Still shorter arms can shift the growth the other way. With R = 0.3 nm, two runs on squares of side 24 and 28 nm gave a growth about 5 % below the mean-field value in cycles 11 to 25, and 14 % and 19 % below it in cycles 26 to 70. The second run was followed to cycle 160 and stayed about a fifth below. Two runs are too few for a precise steady value at that reach. Both the size and the sign of the shift depend on how far the arms reach.

At R = 0.6 nm uneven neighbourhoods push the growth up. The function q/(1 + q) bends downwards, so fluctuations in k lower its mean and make bridges rarer at a given density. If the sites were scattered independently, k would follow a Poisson distribution, and averaging q/(1 + q) over it in the mean-field model would raise the growth by about 15 %. The simulated shift is smaller mainly because new groups stay near the molecules that brought them, so their positions are not independent.

Q: What else have you left out?

A: Four things can be sized for this example. Each is changed alone, and each shift is relative to 0.259 nm.

First, A has a third group. If a molecule with two bonds makes a third with the same chance p, then 1 + p is replaced by 1 + p + p². Integrating numerically and solving again for the steady state gives 0.247 nm, a shift of −4 %.

Second, burial of 5 % of the new groups in both pulses gives 0.213 nm, a shift of −18 %.

Third, the pulses are finite. In a gas at pressure P the number density is P/(kT). Half of the molecules move towards a given wall, and their mean velocity component towards it is √[2kT/(πM)], where M is the mass of a molecule. The flux is the product of P/(2kT) and this velocity, J = P/√(2πMkT). If a site has area σ and a hit reacts with probability η, the first bonds alone remove sites at the rate Jησ per site. Bridges remove further sites, so the unreacted fraction after time t is at most exp(−Jησt). I choose 0.1 Torr, 400 K, 1 s, η = 10⁻⁴ and σ = 0.2 nm². With masses of 72 u and 62 u the bounds are 1.6 % for A and 1.2 % for B. As a rough estimate, let these fractions of the sites be out of reach from the start of each pulse. The growth is then 0.246 nm, a shift of −5 %. Sites that are left over at the end of a pulse and only then buried cost more, because they stay free during the pulse and make bridges likelier. If the leftover sites stay in reach of later pulses, the steady condition is unchanged, but the growth per cycle is still lowered.

Fourth, c depends on temperature. Suppose that finding a neighbour has a barrier 0.2 eV higher than going out of reach, which is an assumed value. Between 400 K and 420 K both reach areas then grow by the factor

exp[(0.2 eV/k)(1/400 K − 1/420 K)] = 1.32.

Since c n(X) depends on X through cX alone, scaling both reach areas by 1.32 divides all steady densities by 1.32. The growth falls to 0.259/1.32 = 0.196 nm, a shift of −24 %. The size of this shift depends on the assumed barrier: with 0.1 eV it would be −13 %.

Q: And how does all this compare with a real alucone film?

A: Measured growth per cycle is, roughly, a few tenths of a nanometre at the lower deposition temperatures, and it falls as the temperature rises. The model value has that size, but the reach areas and volumes were chosen in that regime, so this is no confirmation. The fall with temperature follows here from an assumed barrier difference, and other causes, such as weaker retention of the vapours, could produce it as well. Real films can also take up precursor below the surface and release it later. That breaks the assumption that molecules bind at surface sites alone, and I have not sized it. Of the four effects I changed one at a time, burial and temperature move the number most, by about a fifth to a quarter with the values assumed here. Very short arms may matter as much.

Q: Then what would I measure to find out whether the balance holds?

A: Weigh the film after each pulse, for example with a quartz crystal. Each gain is the mass of the bound molecules minus the mass of the methane that leaves, and the number of bonds per molecule is not known beforehand. So measure the methane released in each pulse as well, for example with a calibrated mass spectrometer. Add its mass per unit area to the gain and divide by the mass of one precursor molecule to get n_A or n_B. If growth is steady and no groups are lost, f_A n_A should equal f_B n_B, which here means three glycol molecules for every two of trimethylaluminium. A lasting departure from that ratio would show that one of the assumptions has failed: for example, groups are being buried, molecules are leaving, or vapour is being stored in the film. The ratio alone would not tell you which. Nor does a ratio close to three to two prove that nothing is lost, because losses of the two kinds of group partly cancel in it. In our example, burial of 5 % of the new groups in both pulses lowers the growth by 18 % but moves n_B/n_A only from 1.50 to 1.48.
